# Electron-wind force on an impurity in a metallic filament

## 1. Definitions and conventions

A metal carries a current past an impurity. The electrons have charge $-e$ with $e>0$, mass $m$, density $n$, and energy $E=\hbar^2k^2/2m$. The gas is degenerate, with Fermi wave number $k_F$, Fermi energy $E_F$ and Fermi velocity $v_F=\hbar k_F/m$. The conventional current density $\mathbf j$ is opposite to the particle flux $\mathbf J$:

$$\mathbf j=-e\,\mathbf J. \tag{1}$$

The impurity is heavy, static and spherical. It acts on each electron through an effective potential energy $V(r)$, which includes equilibrium screening and falls off at least as fast as $1/r^3$ at large distance, so that the total cross section is finite. Changes of $V$ caused by the current are neglected, as is energy exchange, so scattering is elastic. With $\theta$ the scattering angle and $d\sigma/d\Omega$ the differential cross section, the transport cross section is

$$\sigma_{tr}(k)=\int(1-\cos\theta)\,\frac{d\sigma}{d\Omega}\,d\Omega. \tag{2}$$

The wind force $\mathbf F$ is the momentum per unit time that the electrons give to the impurity. The force of the applied field on the ion's own charge, called the direct force, is separate.

## 2. Momentum transfer from one wave

Let a plane wave of unit density travel along $z$. Its flux is $\hbar k/m$, and scattering from $\mathbf k$ to $\mathbf k'$ gives the impurity $\hbar(\mathbf k-\mathbf k')$. Axial symmetry removes the transverse part on average. Since $k'=k$, the longitudinal part is $\hbar k(1-\cos\theta)$, and

$$F_1=\frac{\hbar k}{m}\int\hbar k(1-\cos\theta)\frac{d\sigma}{d\Omega}d\Omega=\frac{\hbar^2k^2}{m}\sigma_{tr}. \tag{3}$$

To express $\sigma_{tr}$ through the phase shifts $\delta_l$, write the scattering amplitude as

$$f(\theta)=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta),\qquad \frac{d\sigma}{d\Omega}=|f|^2 . \tag{4}$$

Orthogonality of the $P_l$ gives the total cross section $(4\pi/k^2)\sum_l(2l+1)\sin^2\delta_l$. The term with $\cos\theta$ couples neighbouring $l$ alone, through

$$\int_{-1}^1xP_lP_{l+1}dx=\frac{2(l+1)}{(2l+1)(2l+3)}. \tag{5}$$

With $\Delta_l=\delta_l-\delta_{l+1}$, it equals $(8\pi/k^2)\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos\Delta_l$. In the total cross section, split $2l+1=(l+1)+l$ and relabel the second part:

$$\sum_l(2l+1)\sin^2\delta_l=\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1}).$$

Expanding $\cos\Delta_l$ and $\sin\Delta_l$ shows that $\sin^2\delta_l+\sin^2\delta_{l+1}-2\sin\delta_l\sin\delta_{l+1}\cos\Delta_l=\sin^2\Delta_l$. Therefore

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{6}$$

## 3. The same force from the electron density

Equation (3) counts momentum far from the impurity. The mechanical force must agree with it. If the impurity is at $\mathbf R$, the potential is $V(|\mathbf r-\mathbf R|)$, and minus the derivative of the energy with respect to $\mathbf R$ is $+\int|\psi|^2\nabla V\,d^3r$. The scattering wave of unit incident density is

$$\psi=\sum_l(2l+1)i^le^{i\delta_l}\frac{u_l(r)}rP_l(\cos\theta),\qquad u_l\to\frac1k\sin\!\left(kr-\frac{l\pi}2+\delta_l\right). \tag{7}$$

In the $z$ component, $\partial V/\partial z=V'\cos\theta$ again couples $l$ to $l+1$. The two cross terms contribute the phase factor $2\,\mathrm{Re}[i^l(-i)^{l+1}e^{i\Delta_l}]=2\,\mathrm{Re}[-ie^{i\Delta_l}]=2\sin\Delta_l$. With (5) and the azimuthal factor $2\pi$,

$$F_1=8\pi\sum_l(l+1)\sin\Delta_l\int_0^\infty V'u_lu_{l+1}\,dr. \tag{8}$$

For the radial integral, set $a=u_l$, $b=u_{l+1}$, $L=l+1$, $U=2mV/\hbar^2$ and $q=U-k^2$. The radial equations are

$$a''=\left[\frac{L(L-1)}{r^2}+q\right]a,\qquad b''=\left[\frac{L(L+1)}{r^2}+q\right]b. \tag{9}$$

They give $(a'b')'=q(ab)'+(L/r^2)[(L-1)ab'+(L+1)a'b]$. Subtracting this from $(qab)'=U'ab+q(ab)'$ and rearranging,

$$U'ab=(qab-a'b')'+\frac{L^2}{r^2}(ab)'-\frac L{r^2}w,\qquad w=ab'-a'b. \tag{10}$$

Equations (9) also give $w'=2Lab/r^2$. Hence

$$\left(\frac{L^2ab}{r^2}\right)'+\left(\frac{Lw}r\right)'=\frac{L^2(ab)'}{r^2}-\frac{2L^2ab}{r^3}-\frac{Lw}{r^2}+\frac{2L^2ab}{r^3},$$

where the cubic terms cancel. The right side of (10) is thus a complete derivative:

$$U'ab=\frac d{dr}\left[\left(q+\frac{L^2}{r^2}\right)ab-a'b'+\frac Lr(ab'-a'b)\right]. \tag{11}$$

For a potential no more singular than $1/r$, $a\propto r^L$ and $b\propto r^{L+1}$ near the origin, so every term in the bracket vanishes there. At large $r$ the bracket tends to $-(k^2ab+a'b')$. By (7) this is minus the cosine of the difference of the two arguments, which is $\pi/2+\Delta_l$. Consequently

$$\int_0^\infty U'u_lu_{l+1}\,dr=\sin\Delta_l. \tag{12}$$

Using $V'=\hbar^2U'/2m$ in (8) gives $F_1=(4\pi\hbar^2/m)\sum_l(l+1)\sin^2\Delta_l$, which is (3) with (6). Momentum counting and the density force are therefore the same quantity.

## 4. Many electrons and the current

Let $f(\mathbf k)$ now denote the occupation of a state. A transition from $\mathbf k$ to $\mathbf k'$ carries the Pauli factor $f(\mathbf k)[1-f(\mathbf k')]$. For a spherical potential the transition rate is unchanged when $\mathbf k$ and $\mathbf k'$ are exchanged. The product $f(\mathbf k)f(\mathbf k')$ is also unchanged, whereas $\mathbf k-\mathbf k'$ changes sign. The blocking term therefore sums to zero, and (3) gives, with two spins,

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}f(\mathbf k)\,\frac{\hbar k}m\,\sigma_{tr}(k)\,\hbar\mathbf k. \tag{13}$$

The equilibrium occupation is even in $\mathbf k$ and gives no force. To first order, at temperatures and biases small compared with $E_F$, the disturbance lies on the Fermi surface:

$$\delta f(\mathbf k)=\delta(E-E_F)\,\phi(\hat{\mathbf k}), \tag{14}$$

where $\phi$ may have any angular form. In (13), $k$ and $\sigma_{tr}$ then take their values at $k_F$ and leave the integral:

$$\mathbf F=\hbar k_F\sigma_{tr}(k_F)\;2\int\frac{d^3k}{(2\pi)^3}\,\delta f\,\frac{\hbar\mathbf k}m=\hbar k_F\sigma_{tr}(k_F)\,\mathbf J. \tag{15}$$

With (1) this becomes

$$\boxed{\mathbf F=-\frac{\hbar k_F\,\sigma_{tr}(k_F)}e\,\mathbf j}\qquad(\text{atomic units: }\mathbf F=-k_F\sigma_{tr}\mathbf j). \tag{16}$$

The force points along the electron flow, whether the impurity attracts or repels electrons. Here $\mathbf j$ is the current density incident on the impurity. The derivation assumes free electrons. Step (15) uses the fact that momentum and velocity are parallel and in a fixed ratio over the whole Fermi surface, which an anisotropic or hole-like band would violate; in metals with hole-like carriers the wind force can even point along the conventional current. The result also needs independent scattering events and a cross section that varies little over the energies near $E_F$ where the current changes the occupation; a sharp resonance would require the energy integral in (13).

The angular form of $\phi$ matters for contacts, where the electrons in the bias window may all move forward. The collision integral, with blocking included, was evaluated for the impurity of Section 7 with three occupations: $0.5+0.1\cos\theta$, one for forward and zero for backward motion, and $1/[1+\exp(-3\cos\theta-2\cos^2\theta)]$, with $\theta$ here measured from the current axis. The force divided by $\hbar k_FJ$ was $0.08211\ \mathrm{nm^2}$ each time, equal to $\sigma_{tr}$.

### A drifting Fermi sphere

In a uniform conductor the occupation is often approximated by a sphere displaced by $\mathbf q=m\mathbf v_d/\hbar$, with $\mathbf v_d$ the drift velocity. Every electron gains this velocity, so $\mathbf J=n\mathbf v_d$ and

$$\mathbf F=n\,m\,v_F\,\sigma_{tr}(k_F)\,\mathbf v_d. \tag{17}$$

The factor $n$ does not mean that electrons deep in the sphere contribute. The displaced and original spheres differ in a thin shell at the surface, and this shell supplies the whole force.

## 5. Resistivity and wind valence

Let $n_i$ impurities per volume scatter independently in a uniform steady current. The field $\mathbf E$ supplies the electrons with momentum $-ne\mathbf E$ per volume and time, and the impurities remove $n_i\mathbf F$. Equating the two gives $\mathbf F=-(ne/n_i)\mathbf E$. If $\Delta\rho$ is the resistivity due to these impurities, then $\mathbf E=\Delta\rho\,\mathbf j$, and comparison with (16) yields

$$\Delta\rho=\frac{n_i\hbar k_F\sigma_{tr}}{ne^2}. \tag{18}$$

A measured resistivity per impurity thus determines the wind force within this model.

When other scatterers are present, let the total resistivity be $\rho=m/(ne^2\tau)$, with relaxation time $\tau$ and mean free path

$$\ell=v_F\tau=\frac{\hbar k_F}{ne^2\rho}. \tag{19}$$

It is convenient to compare the wind with the field force on a unit charge by writing $\mathbf F=Z_we\mathbf E$. With $\mathbf E=\rho\mathbf j$, equations (16) and (19) give

$$Z_w=-\frac{\hbar k_F\sigma_{tr}}{e^2\rho}=-n\ell\sigma_{tr}. \tag{20}$$

The magnitude is the number of electrons in a cylinder of length $\ell$ and cross section $\sigma_{tr}$. A purer metal has a larger $|Z_w|$ because a smaller field drives the same current. At fixed $\mathbf j$ and fixed $\sigma_{tr}$ the force itself does not change.

## 6. Two limits

If only $\delta_0$ is appreciable, (6) and (16) reduce to

$$\mathbf F=-\frac{4\pi\hbar}{ek_F}\sin^2\delta_0\,\mathbf j. \tag{21}$$

For weak scattering $\delta_0$ is proportional to the potential to leading order, so the force is quadratic in its strength.

The opposite geometry is a wire with one open channel of longitudinal wave number $k_1$, in which the impurity reflects electrons with probability $\mathcal R$. A small bias $V_b$ supplies $2eV_b/h$ electrons per second, counting spin. Each reflection transfers $2\hbar k_1$, while the current is $I=(2e^2/h)(1-\mathcal R)V_b$. Eliminating $V_b$,

$$|F|=\frac{2\hbar k_1}e\,\frac{\mathcal R}{1-\mathcal R}\,I. \tag{22}$$

The denominator appears because the transmitted current is smaller than the incident one. For weak reflection, (22) has the form of (16) with $\sigma_{tr}/A$ replaced by $2\mathcal R$ and $k_F$ by $k_1$, where $A$ is the wire area. In a constriction with one open channel, (22) is the better starting point, since the impurity no longer meets a bulk distribution of plane waves.

## 7. Example: an ion in a memory filament

The parameters are round values in the rough range of the conducting metal filament of a conductive-bridge memory cell: $n=60\ \mathrm{nm^{-3}}$, radius 1 nm, length 5 nm, current $100\ \mathrm{\mu A}$ and resistivity $20\ \mathrm{\mu\Omega\,cm}$. The impurity is an interstitial ion of charge $+e$, without a core, whose Coulomb potential is multiplied by $e^{-r/\lambda}$ with $\lambda=0.06$ nm. The Thomas–Fermi screening length at this density is 0.0586 nm.

The Fermi wave number is $12.11\ \mathrm{nm^{-1}}$ and $E_F=5.589$ eV. The first phase shifts are 1.455, 0.202, 0.039 and 0.009 rad. In (6) the terms $l=0,1,2$ are about 0.903, 0.053 and 0.003, so

$$\sigma_{tr}\simeq\frac{4\pi}{(12.11\ \mathrm{nm^{-1}})^2}\times0.958=0.0821\ \mathrm{nm^2}.$$

Most of this comes from the difference between $\delta_0$ and $\delta_1$. The total cross section is $0.0955\ \mathrm{nm^2}$; the transport value is smaller because scattering is on average somewhat forward.

For one incident wave, (3) gives $F_1=2E_F\sigma_{tr}=0.918\ \mathrm{eV\,nm^2}$. Direct integration of $|\psi|^2\partial V/\partial z$ gives the same value to the six decimals printed.

The mean current density is $100\ \mathrm{\mu A}/3.142\ \mathrm{nm^2}=3.18\times10^9\ \mathrm{A/cm^2}$. The drift velocity is 3311 m/s, or 0.00236 of $v_F$, so linear response is justified. Since (17) can be written $F=nF_1v_d/v_F$,

$$|F|=60\times0.918\times0.00236\ \mathrm{eV/nm}\simeq0.130\ \mathrm{eV/nm}=20.8\ \mathrm{pN}.$$

Integration over the displaced sphere, with the energy dependence of $\sigma_{tr}$ retained, also gives 0.130 eV/nm.

The mean free path from (19) is 4.15 nm, hence $Z_w=-60\times4.15\times0.0821\simeq-20.4$. The field is 0.064 MV/cm, and its force on a bare unit charge is 0.0064 eV/nm, or 4.9% of the wind force and opposite to it for this positive ion. One such impurity per 100 electrons would add $4.09\ \mathrm{\mu\Omega\,cm}$ by (18); a numerical solution of the linear Boltzmann equation gives the same value.

### Effect on jumps

Suppose the ion makes thermally activated jumps of length $a$ between equivalent sites, with a constant force along the path and equal prefactors both ways. The saddle points on either side of a site are a distance $a$ apart, so the force makes their energies differ by $|F|a$. The ratio of jump rates along and against the electron flow is

$$\frac{\Gamma_+}{\Gamma_-}=\exp\left(\frac{|F|a}{k_BT}\right). \tag{23}$$

The temperature $T$ follows from a heat estimate. Assume that heat leaves through the filament ends, held at $T_0=300$ K, and is carried by electrons with thermal conductivity $\mathcal LT/\rho$, where $\mathcal L=(\pi^2/3)(k_B/e)^2$. With $x$ measured from the middle, the balance $d[(\mathcal LT/\rho)\,dT/dx]/dx=-\rho j^2$ becomes $d^2(T^2)/dx^2=-2\rho^2j^2/\mathcal L$. Integrating twice for filament length $d$ and setting $x=0$,

$$T_{peak}^2=T_0^2+\frac{(\rho jd)^2}{4\mathcal L}. \tag{24}$$

The ohmic drop $\rho jd$ is 31.8 mV and $T_{peak}=317$ K. For $a=0.25$ nm the work is $0.130\times0.25=0.0325$ eV, while $k_BT=0.0273$ eV. Equation (23) then gives a ratio of 3.3 for the wind force alone; subtracting the opposing direct force would lower it to about 3.1. At twice this temperature, with force and jump length fixed, the ratio would be its square root, about 1.8.

## 8. How far the example can be trusted

**Screening.** With density and ion charge fixed, $\lambda=0.05$ nm gives $\sigma_{tr}=0.0718\ \mathrm{nm^2}$ and $\lambda=0.07$ nm gives $0.0897\ \mathrm{nm^2}$. The force changes by $-13\%$ and $+9\%$ relative to the example. The phase shifts also reveal an inconsistency. In a large sphere of radius $R_0$, the condition $k R_0-l\pi/2+\delta_l=\nu\pi$, with integer $\nu$, shows that the impurity draws in $(2/\pi)\sum_l(2l+1)\delta_l(k_F)$ electrons, with phases measured from zero at high energy. The printed phases up to $l=4$ give 1.49, whereas a unit charge requires 1. The model potential is therefore too attractive. A shorter $\lambda$ would lower the phases and, on the trend above, the force. Even $\lambda=0.05$ nm gives a sum of about 1.12. The sum equals 1 near $\lambda=0.047$ nm, outside the range tried above, where $\sigma_{tr}\simeq0.067\ \mathrm{nm^2}$, the force is about 0.106 eV/nm (19% below the example) and the jump ratio (23) is about 2.6.

**Energy window.** Taking a forward-moving distribution at 317 K and a bias of 43 mV changes the force per current by about $-2\times10^{-5}$ relative to (16), with the chemical potential held fixed. Degeneracy is an excellent approximation here.

**Current profile.** The mean free path exceeds the filament radius, so waves reflected by the walls can interfere. At the bulk Fermi energy of 5.589 eV, a ballistic cylinder with hard walls and these dimensions has 30 open modes, counted without spin. At that energy the walls lower the mean density to about $49\ \mathrm{nm^{-3}}$; filling the wire to $60\ \mathrm{nm^{-3}}$ instead opens 34 modes and gives 1.31 on the axis in place of the 1.48 below, so the following factors are indicative only. With equal current in each, the local current density is 1.48 times the mean on the axis and 1.22 times the mean at half radius. If the force follows the local current density, the estimate on the axis rises from 0.130 to about 0.19 eV/nm. This estimates the effect of the uneven current density alone; how the walls change the scattering itself would require a calculation for an impurity inside the wire.

**Real cells.** On-state currents of tens to hundreds of microamperes and filaments a few nanometres wide are a reasonable rough range for such memories. The resulting current density is far above that of ordinary metal wiring, where the same formula gives a proportionally smaller force. Real filaments can be tapered and rough, which makes the current density non-uniform in ways not calculated here. The heat estimate is also rough: the ballistic bias of 43 mV exceeds the ohmic drop of 32 mV, so neither alone describes the voltage of this short filament, and both heating in the contacts and heat loss through the sides are omitted. Finally, (16) applies to the conducting state. Across an insulating gap there is no metallic electron stream of the kind assumed here, and the wind formula cannot be used. The complete numerical output follows this section.

## Computed results

```
electron density n = 60 nm^-3
filament radius = 1.0 nm, length = 5.0 nm
current = 100 uA, cross-section area = 3.1416 nm^2
filament resistivity = 20 uohm cm
end temperature = 300 K, hop length = 0.25 nm
impurity charge Z = 1, screening length = 0.060 nm
Thomas-Fermi screening length = 0.0586 nm
Fermi wave number = 12.111 nm^-1
Fermi energy = 5.589 eV
Fermi velocity = 1.4021e+06 m/s
phase shift l=0: 1.45544 rad
phase shift l=1: 0.20170 rad
phase shift l=2: 0.03858 rad
phase shift l=3: 0.00879 rad
phase shift l=4: 0.00213 rad
total cross section = 0.09554 nm^2
transport cross section, phase shifts = 0.08211 nm^2
transport cross section, angle integral = 0.08211 nm^2
force per unit incident density, full wave = 0.917719 eV nm^2
force per unit incident density, formula = 0.917719 eV nm^2
force/(hbar kF flux), drifting distribution = 0.08211 nm^2
force/(hbar kF flux), half distribution = 0.08211 nm^2
force/(hbar kF flux), logistic distribution = 0.08211 nm^2
current density = 3.1831e+09 A/cm^2
drift velocity = 3311.2 m/s, over Fermi velocity = 0.00236
wind force, formula = 0.13004 eV/nm = 20.834 pN
wind force, displaced sphere = 0.13004 eV/nm
added resistivity, 1 impurity per 100 electrons = 4.0853 uohm cm
same from Boltzmann equation = 4.0853 uohm cm
field in filament = 0.06366 MV/cm
mean free path from resistivity = 4.146 nm
wind valence = -20.426
direct force on unit charge = 0.00637 eV/nm
direct/wind force magnitude = 0.0490
voltage drop along filament = 31.83 mV
peak temperature, heat leaving by ends = 316.8 K
thermal energy at peak = 0.02730 eV
wind work over one hop = 0.03251 eV
forward/backward jump ratio = 3.290
transport cross section at screening 0.05 nm = 0.07178 nm^2
transport cross section at screening 0.07 nm = 0.08969 nm^2
open ballistic modes, hard wall = 30
ballistic bias for this current = 43.02 mV
relative change of force/current by heat and bias = -2.29e-05
local/mean ballistic current density on axis = 1.481
local/mean ballistic current density at half radius = 1.224
```
